Low-Field Magnetoresistance of Two Parallel Carrier Species

**Q.** In a long bar, a single carrier species with one relaxation time has a resistance that does not change in a magnetic field. Why should two such species in parallel behave differently?

**A.** Start with one species and the steady balance of forces on its drift velocity v. The electric and magnetic forces q(E + v×B) balance the friction m v/τ, so

v = u(E + v×B),  u = qτ/m.

The mobility u carries the sign of the charge: negative for electrons, positive for holes. I assume one isotropic mass and one relaxation time per species, classical motion, and no friction between the species.

Put B along z, so that v×B = (v_y B, −v_x B, 0). Multiply the velocity by the charge density nq to get the current density j, and write σ = nqu for the zero-field conductivity. It is positive for either sign of charge, because q and u have the same sign. For species i,

j_ix = σ_i E_x + u_i B j_iy
j_iy = σ_i E_y − u_i B j_ix.

In a long bar with current along x, no net current flows along y. With one species this means j_y = 0, and the first line becomes j_x = σE_x: no magnetoresistance. The Hall field E_y has cancelled the sideways magnetic force.

With two species the same condition is weaker. It reads

j_1y + j_2y = 0,

and each part may be nonzero.

**Q.** If the transverse currents cancel, why do they matter for the longitudinal current?

**A.** Because they are weighted by different mobilities. Add the two equations for j_ix, with σ = σ₁ + σ₂ from here on and J the total current density:

J = σE_x + B(u₁ j_1y + u₂ j_2y).

Now replace j_2y by −j_1y:

J = σE_x + B(u₁ − u₂) j_1y.

This holds at any field within the model. The resistance can change only if the mobilities differ and a transverse current circulates.

**Q.** Then how large is the circulating current? You need the Hall field first.

**A.** To first order in B, the longitudinal currents inside the transverse equations may be replaced by their zero-field values σ_i E_x. The sum of the transverse equations is then

0 = σE_y − B E_x(σ₁u₁ + σ₂u₂).

Define the conductivity shares f₁ = σ₁/σ and f₂ = σ₂/σ, with f₁ + f₂ = 1, and the mean ⟨u⟩ = f₁u₁ + f₂u₂. Then

E_y = ⟨u⟩ B E_x.

Since J = σE_x at this order, the low-field Hall coefficient is R_H = E_y/(JB) = ⟨u⟩/σ, positive for holes alone.

Put this field into the equation for species 1:

j_1y = σ₁(E_y − u₁BE_x) = σ₁(⟨u⟩ − u₁)BE_x.

The bracket is

⟨u⟩ − u₁ = f₁u₁ + f₂u₂ − (f₁ + f₂)u₁ = −f₂(u₁ − u₂),

and σ₁ = f₁σ, so

j_1y = −σ f₁f₂(u₁ − u₂) B E_x.

The Hall field is a compromise. It balances the magnetic force per unit charge, averaged over the species with their conductivities as weights, and leaves a remainder on each species whose mobility differs from the mean.

**Q.** So one factor of the difference comes from the circulating current, and another from its effect on J?

**A.** Yes. Insert j_1y into the expression for J:

J = σE_x [1 − f₁f₂(u₁ − u₂)²B²].

The next correction is of order B⁴. Reflecting the bar in y reverses both B and j_1y, so j_1y is odd in B and its next term is of order B³; J has one more factor of B. The resistivity is ρ = E_x/J. Using 1/(1 − x) = 1 + x + …, we find

ρ(B)/ρ(0) = 1 + AB² + terms of order B⁴,
A = f₁f₂(u₁ − u₂)² = σ₁σ₂(u₁ − u₂)²/(σ₁ + σ₂)².

The signs matter. For an electron and a hole species, u₁ − u₂ has the magnitude |u₁| + |u₂|. For two electron species, the magnitudes subtract.

**Q.** I would not call that strictly proportional to the squared difference. The conductivities contain the mobilities too.

**A.** The proportionality holds at fixed conductivity shares. If the densities are fixed and a mobility is varied, f₁f₂ changes as well.

Take electrons with 2.0×10²⁰ cm⁻³ and 1000 cm²/Vs, and holes with 1.6×10²⁰ cm⁻³ and 600 cm²/Vs. Double the hole mobility at fixed densities. The squared difference grows by (2200/1600)² = 1.89, but A grows by 2.16. The remaining factor, 2.16/1.89 = 1.14, is the growth of f₁f₂.

**Q.** A magnetic force does no work. Where does the additional dissipation come from?

**A.** Away from the edges, it comes from the circulating currents. Divide the force law by u_i and take its product with j_i. Since j_i is parallel to v_i, the magnetic term drops out and j_i·E = j_i²/σ_i. The total current has no y component, so the power per volume at fixed J is

ρJ² = Σ (j_ix² + j_iy²)/σ_i.

Write j_ix = f_iJ + d_i. The changes d_i are even in B by the same reflection, hence of order B², and d₁ + d₂ = 0 because J is fixed. The longitudinal part is

Σ (f_i²J² + 2f_iJd_i)/σ_i = J²/σ + (2J/σ)(d₁ + d₂) = J²/σ,

up to order B⁴. I used f_i/σ_i = 1/σ. Redistribution of the longitudinal current therefore costs nothing at order B².

For the transverse part, j_1y² = j_2y² = [f₁f₂(u₁ − u₂)BJ]², and

1/σ₁ + 1/σ₂ = σ/(σ₁σ₂) = 1/(σf₁f₂).

The product is f₁f₂(u₁ − u₂)²B²J²/σ, which is AB² times the zero-field heat. This is a second derivation of A, by way of energy.

For the densities and mobilities first given above, f₁f₂ = 0.2191 and u₁ − u₂ = −0.16 m²/Vs. At 0.1 T the electron transverse current is +0.00351 J and the hole current is −0.00351 J. Their heat is (0.00351)²/0.2191 ≈ 5.6×10⁻⁵ of the zero-field heat, equal to AB² at that field.

**Q.** What does "low field" mean? I would guess that both |u₁|B and |u₂|B must be small.

**A.** That is sufficient, but the full field dependence gives a weaker condition. Combine components into complex numbers, j = j_x + i j_y and E = E_x + i E_y. The two component equations become

j_i = σ_iE − i u_iB j_i,  hence j_i = σ_iE/(1 + i u_iB).

Add the species over a common denominator:

J = E [σ₁(1 + i u₂B) + σ₂(1 + i u₁B)] / [(1 + i u₁B)(1 + i u₂B)].

The numerator bracket is σ(1 + iwB), with the crossed mean w = f₁u₂ + f₂u₁. Since J is real, ρ is the real part of E/J:

ρ = Re { (1 + i u₁B)(1 + i u₂B) / [σ(1 + iwB)] }.

Multiply above and below by 1 − iwB. The real part of the new numerator, apart from the factor 1/σ, is

1 − u₁u₂B² + (u₁ + u₂)wB².

Subtract the denominator 1 + w²B² to isolate the relative change. What remains is

B²[(u₁ + u₂)w − u₁u₂ − w²] = −B²(w − u₁)(w − u₂).

From the definition of w, w − u₁ = −f₁(u₁ − u₂) and w − u₂ = f₂(u₁ − u₂). Therefore

ρ(B)/ρ(0) − 1 = AB²/(1 + w²B²).

The parabola is good when |w|B ≪ 1, and its excess relative to the full magnetoresistance is w²B². For |w|B ≫ 1 the relative change ρ(B)/ρ(0) − 1 saturates at A/w².

**Q.** Can w vanish, so that there is no saturation?

**A.** For electrons of density n and holes of density p, σ₁ = −enu₁ and σ₂ = epu₂. Then

w = (σ₁u₂ + σ₂u₁)/σ = e(p − n)u₁u₂/σ.

It vanishes at n = p. If carriers pass quickly between the species at the edges of the bar, the parabola then continues at every field within this classical model. Without such exchange at the edge surfaces, layers near the edges carry a growing part of the current at strong field, and the resistance eventually rises more slowly than B². The mobilities need not be equal.

**Q.** Suppose each species itself contains carriers with several mobilities. Does the formula collapse?

**A.** It generalizes. For any number of isotropic species the Hall field is still ⟨u⟩BE_x to first order, with ⟨u⟩ the conductivity-weighted mean. Thus j_iy = σ_i(⟨u⟩ − u_i)BE_x, and

J = σE_x + B Σ u_i j_iy = σE_x[1 − (⟨u²⟩ − ⟨u⟩²)B²].

The coefficient is the conductivity-weighted variance of the signed mobility. For two species,

f₁u₁² + f₂u₂² − (f₁u₁ + f₂u₂)² = f₁(1 − f₁)u₁² + f₂(1 − f₂)u₂² − 2f₁f₂u₁u₂ = f₁f₂(u₁ − u₂)².

A spread of relaxation times inside a species adds its own variance, weighted by that species' share, if the share and the species' conductivity-weighted mean mobility are held fixed.

**Q.** Does the shape of the sample matter?

**A.** Yes, because the Hall field does part of the work. In a very short, wide sample the current contacts short it out. With E_y = 0, j_iy = −σ_iu_iBE_x to first order, and

J = σE_x[1 − ⟨u²⟩B²].

The coefficient becomes ⟨u²⟩ = A + ⟨u⟩². Even a single species now shows magnetoresistance. To measure A directly, place the voltage probes on a long bar, far from the current contacts.

**Q.** I still object to the circulating current in a long bar. Where does it go when it reaches an edge?

**A.** It must pass into the other species. In the electron–hole case, opposite transverse electric currents mean that both kinds of particle drift towards the same edge. They recombine near it and are generated near the opposite edge. If no exchange were possible, each j_iy would be zero in the steady state and the effect would disappear.

Let φ₁ and φ₂ be the electrochemical potentials expressed as voltages, which include diffusion. Let G be the exchange conductance per volume. Charge conservation gives

dj_1y/dy = −G(φ₁ − φ₂).

To first order in B, with −dφ_i/dy in place of E_y,

j_1y/σ₁ = −dφ₁/dy − u₁BE_x
j_2y/σ₂ = −dφ₂/dy − u₂BE_x.

Subtract the lines and use j_2y = −j_1y:

j_1y(1/σ₁ + 1/σ₂) = −d(φ₁ − φ₂)/dy − (u₁ − u₂)BE_x.

By the conservation law, −d(φ₁ − φ₂)/dy = (1/G) d²j_1y/dy². Divide by 1/σ₁ + 1/σ₂ = 1/(σf₁f₂):

j_1y = ℓ² d²j_1y/dy² + j_bulk,  ℓ = [G(1/σ₁ + 1/σ₂)]^(−1/2),

where j_bulk is the circulating current found earlier.

**Q.** That equation needs boundary conditions. What happens at the edge surfaces themselves?

**A.** I assume that they add no exchange of their own. Then neither species can carry current into an edge, and j_1y = 0 at y = ±W/2 for a bar of width W. The solution is

j_1y = j_bulk [1 − cosh(y/ℓ)/cosh(W/2ℓ)].

The mean of cosh(y/ℓ) over the width is (2ℓ/W) sinh(W/2ℓ). With a = W/(2ℓ), the mean circulating current is therefore j_bulk F, where

F = 1 − tanh(a)/a.

J is linear in j_1y, so the measured coefficient is AF. For W ≫ ℓ, F approaches 1 − 2ℓ/W. For W ≪ ℓ, tanh a ≈ a − a³/3 gives F ≈ a²/3, and the magnetoresistance dies out.

In the opposite case of very fast exchange at the edges, φ₁ = φ₂ there, so dj_1y/dy = 0 at both edges. The solution is then j_1y = j_bulk throughout, and F = 1 at any width well above the mean free path, where these local equations hold. The plain coefficient A thus needs either a bar much wider than ℓ or fast exchange at its edges.

**Q.** Put numbers to it. Is the effect measurable in a film?

**A.** Use the same densities and mobilities for a 500 nm semimetal film at 10 K, in a field of 3 T. In SI units u₁ = −0.10 and u₂ = 0.06 m²/Vs; the unit m²/Vs equals 1/T. The conductivities are

σ₁ = e(2.0×10²⁶ m⁻³)(0.10 m²/Vs) = 3.204×10⁶ S/m
σ₂ = e(1.6×10²⁶ m⁻³)(0.06 m²/Vs) = 1.538×10⁶ S/m.

Their sum gives a resistivity of 21.1 μΩ cm and shares f₁ = 0.6757 and f₂ = 0.3243. Hence

A = 0.2191 × (0.16)² = 5.61×10⁻³ T⁻²
AB² = 5.61×10⁻³ × 9 = 0.0505.

The resistance rises by about 5.0 %. Solving the force laws directly at 3 T gives 5.046 %, against 5.049 % for the parabola. The excess is 0.06 % of the magnetoresistance, although |u₁|B = 0.30. The reason is the small crossed mean,

w = 0.6757 × 0.06 − 0.3243 × 0.10 = 0.0081 T⁻¹,

for which |w|B = 0.024 and w²B² ≈ 6×10⁻⁴.

The formal saturation value of the relative change, A/w², is about 85, but it needs fields well above 1/|w| ≈ 120 T. There |u₁|B exceeds 10 and, with the trial mass used below, the Landau level spacing is more than 50 times the thermal energy at 10 K. The classical treatment is then no longer justified.

If both species were electrons with the same densities and mobility magnitudes, the shares would be unchanged. The difference would be 0.04 instead of 0.16 m²/Vs, and A would be 16 times smaller.

**Q.** Could I read the carrier mobilities from this measurement?

**A.** Not from the low-field data alone. Zero-field resistivity, Hall coefficient and A are three numbers, while two densities and two mobilities are four unknowns. Here √A corresponds to 749 cm²/Vs and |⟨u⟩| to 481 cm²/Vs. Neither is the mobility of a species.

**Q.** And how close is this to a real material?

**A.** The parameters are round values in the rough regime of rare-earth monopnictide semimetal films such as LuSb, which have electron and hole pockets. Densities near 10²⁰ cm⁻³ are the right scale; mobilities depend strongly on film quality. The 20 % deficit of holes is a choice, since an ideal undoped compound would be close to n = p.

Such a material breaks the assumption of one isotropic mobility per carrier type for electrons and for holes. I have sized the electron part. Three equal valleys along the crystal axes, with B along one axis, a trial mass ratio of 4 (heavy along each valley's own axis, one relaxation time) and the zero-field conductivity held fixed, raise A by 16 %. The figure depends on the trial ratio: 6 gives 22 % and 10 gives 28 %. Several hole bands with different mobilities would add a further variance and, at fixed hole density and conductivity, would also shift the mean hole mobility. I have not evaluated these changes for a real band structure.

**Q.** What about the other omissions?

**A.** Their sizes rest on trial inputs. The electrons fill three equal valleys, each treated here as a sphere, and the holes fill one sphere. The effective mass is 0.30 electron masses throughout. The Fermi energies are then 0.20 eV for electrons and 0.36 eV for holes.

- Thermal spread: if τ grows as energy to the power 3/2, the variance within the species is about 0.02 % of A. At fixed densities and conductivities the mean mobilities shift as well, and the total change is about 0.04 %. Both are small because the Fermi energies are far above the thermal energy at 10 K.
- Surfaces: the longest mean free path, that of the electrons, is 83 nm. Fully diffuse surfaces would lower the electron conductivity by about 6 %. The stated mobilities are taken as effective film values that already contain this loss; what remains is not included in A. In the same diffuse-surface model, at fixed densities and effective mobilities, it would lower A by about 1.5 %.
- Landau quantization: the thermal and collisional damping factors multiply to about 3×10⁻¹⁰, taking the collisional lifetime equal to τ. Oscillations are negligible here.
- Quantum interference: its two-dimensional conductance scale e²/(πh), relative to the film's sheet conductance, is about 10⁻⁴ of the magnetoresistance at 3 T. The magnetic length √(ħ/eB) is only 15 nm there, far below the film thickness, so a bulk scale is more suitable. Dividing e²/(πh) by the mean free path and comparing with the conductivity σ gives about 6×10⁻⁴ of the magnetoresistance. This is an order of magnitude, and still small.
- Exchange between species: this needs a value of G, derived next.

**Q.** How do you get G from a time?

**A.** Hold the holes fixed and shift the electron potential by φ₁ − φ₂. This changes the electron density by Ne|φ₁ − φ₂|, where N = 3n/(2E_F) is the density of states of the spherical valleys at the electron Fermi energy E_F. If the change decays in a time t, the exchanged charge per volume and time is e²N|φ₁ − φ₂|/t, so

G = e²N/t = 3ne²/(2E_F t).

Here t is the decay time with the holes held fixed. The lifetime of a neutral electron–hole excess, in which both potentials shift, is shorter for the same G. A trial time of 10 ps gives G ≈ 2.4×10¹⁹ S/m³ and ℓ = 0.21 μm. Without exchange at the edge surfaces, a bar 100 μm wide has F = 0.996, but one 1 μm wide has F = 0.59, with the material unchanged.

For the wide bar, valley anisotropy is the largest correction to A among those evaluated. By itself, at the trial mass ratio of 4, it would move the 5.0 % result at 3 T to about 5.7 %. The low-field coefficient alone would give 5.9 %, but with anisotropic valleys the higher orders in B are no longer negligible at this field. The hole bands and the friction between electrons and holes have not been sized and could move it further. The numerical output gives more digits for the main quantities.

Values computed for the example and the checks

```
electron density = 2.00e+20 cm^-3
hole density = 1.60e+20 cm^-3
signed electron mobility = -1000 cm2/Vs
signed hole mobility = 600 cm2/Vs
field = 3.0 T, temperature = 10 K
film thickness = 500 nm
bar width = 100 um
electron conductivity = 3.2044e+06 S/m
hole conductivity = 1.5381e+06 S/m
zero-field resistivity = 21.09 uOhm cm
electron share f1 = 0.6757, hole share f2 = 0.3243
product of shares f1 f2 = 0.2191
squared mobility difference = 2.5600e-02 T^-2
coefficient A, formula = 5.60993e-03 T^-2
coefficient A, force law = 5.60993e-03 T^-2
square root of A = 749.0 cm2/Vs
mean signed mobility = -481.1 cm2/Vs
low-field Hall coefficient = -1.014e-08 m^3/C
crossed mean w = 81.1 cm2/Vs
|u1|B = 0.300, |u2|B = 0.180
|w|B = 0.0243
magnetoresistance, parabola = 5.0489 %
magnetoresistance, force law = 5.0460 %
parabola excess over force law = 0.0592 %
classical saturation ratio A/w^2 = 85.3
small test field = 0.1 T
electron transverse current / J there = 0.00351
hole transverse current / J there = -0.00351
transverse heat / zero-field heat there = 5.6099e-05
A if both were electrons = 3.5062e-04 T^-2
A with signs / A without signs = 16.00
hole mobility doubled: A grows by factor 2.156
squared difference grows by factor 1.891
coefficient with Hall field shorted = 7.9243e-03 T^-2
trial effective mass = 0.30 electron masses
electron Fermi energy = 0.200 eV
hole Fermi energy = 0.358 eV
trial valley mass ratio = 4.0
valley anisotropy changes A by 16.3 %
thermal spread of tau adds to A 0.0175 %
longest mean free path = 82.6 nm
surface loss of conductivity = 6.2 %
Landau oscillation damping factor = 3.5e-10
interference scale / magnetoresistance = 1.0e-04
trial exchange time = 10 ps
exchange length = 0.208 um
width factor F, example bar = 0.9958
narrow bar width = 1.0 um
width factor F, narrow bar = 0.591
```
